# Why odd interface phonons cannot scatter within a symmetric silicon film's subband

## Which phonons to keep in a mobility calculation

A calculation of electron mobility in a thin silicon film between two polar oxides must decide which interface phonons enter each scattering channel. For a mirror-symmetric film there are two modes per polar resonance and in-plane wavevector, one with an even potential across the film and one with an odd potential. Within the ground subband the odd mode drops out at first order in the coupling. This is no reason to halve the scattering rate: the even mode carries the whole interface coupling of that channel, and the odd mode still connects subbands of opposite parity.

Let a (001) film occupy $|z|<a$, with thickness $L=2a$. Its relative permittivity is $\kappa_s$. Both oxides have the same relative permittivity $\kappa(\omega)$ and, at first, unlimited thickness. Retardation and damping are neglected. Electrons have effective-mass envelopes $\psi_n(z)$ that do not depend on in-plane momentum, and their confining potential is even.

## Why the matrix element vanishes

An interface phonon has the potential $f(z)e^{i\mathbf q\cdot\mathbf r}$, with $q>0$. Without free charge, Gauss's law gives

$$
\frac{d}{dz}\left(\kappa\frac{df}{dz}\right)-q^2\kappa f=0 .
$$

Since $\kappa(z)=\kappa(-z)$, the mirror image $f(-z)$ solves the same equation at the same frequency. On the right, the decaying solution is fixed up to a factor, and continuity of $f$ and $\kappa f'$ then fixes it everywhere. The two solutions must therefore be proportional: $f(-z)=cf(z)$. Reflecting twice gives $c^2=1$, so the mode is even or odd.

The same argument applies to a bound electron state in an even one-dimensional potential. The ground state has no node inside the film, whereas an odd function vanishes at the centre, so $\psi_1$ is even. For an odd phonon, the substitution $z\to-z$ gives

$$
I=\int|\psi_1(z)|^2f(z)\,dz
=\int|\psi_1(-z)|^2f(-z)\,dz=-I,
$$

and hence $I=0$. At each moment the odd potential raises the electron's energy in one half of the film and lowers it equally in the other. The average over the ground-state density is zero.

The ground subband is not special here. Every $\psi_n$ of definite parity has an even density, so every such subband has the same intrasubband zero. Between subbands $n$ and $m$, an odd phonon is allowed by parity when $\psi_n\psi_m$ is odd. The zero is also a first-order statement: two odd phonons can take an electron from subband 1 to 2 and back.

Silicon has two valleys along the normal of a (001) film. The mirror exchanges them, but their envelope densities are equal and even. Their small splitting is neglected.

## The two modes

For the even mode take $f=\cosh qz$ inside and $f=\cosh(qa)e^{-q(|z|-a)}$ outside. Continuity of $\kappa f'$ at $z=a$ requires

$$
\kappa_s q\sinh qa=-\kappa q\cosh qa .
$$

For the odd mode, $\sinh$ and $\cosh$ change places. Thus $\kappa(\omega)=-x$, with

$$
x_e=\kappa_s\tanh qa,\qquad x_o=\kappa_s\coth qa .
$$

Let the oxide have one transverse resonance $\omega_T$, static constant $\kappa_0$ and high-frequency constant $\kappa_\infty$:

$$
\kappa(\omega)=\kappa_\infty+
\frac{(\kappa_0-\kappa_\infty)\omega_T^2}{\omega_T^2-\omega^2}.
$$

Adding $x$ and collecting terms over the common denominator gives

$$
\kappa(\omega)+x=
\frac{(\kappa_0+x)\omega_T^2-(\kappa_\infty+x)\omega^2}
{\omega_T^2-\omega^2}.
$$

The numerator vanishes at the mode frequency

$$
\omega_x=\omega_T\sqrt{\frac{\kappa_0+x}{\kappa_\infty+x}} .
$$

## How strong the surviving coupling is

The coupling follows from the interaction that the oxide mediates between electrons. Let $u(z)$ be the potential energy, per in-plane Fourier component, produced by an even electron density $\rho(z)$:

$$
u''-q^2u=-\frac{e^2\rho}{\epsilon_0\kappa_s}
$$

inside the film, where $\epsilon_0$ is the vacuum permittivity. Outside, $u$ decays as $e^{-q|z|}$, so $\kappa_su'(a)=-\kappa qu(a)$, with $u'(a)$ taken on the film side.

Multiply the equation by $\cosh qz$ and integrate by parts twice. The volume terms on the left cancel because $\cosh qz$ solves the source-free equation. The two ends contribute equally:

$$
\begin{aligned}
-\frac{e^2}{\epsilon_0\kappa_s}\int\rho\cosh qz\,dz
&=2[u'(a)\cosh qa-qu(a)\sinh qa]\\
&=-\frac{2q\cosh qa}{\kappa_s}\,u(a)(\kappa+x_e).
\end{aligned}
$$

Define the form factor as the density's overlap with a potential scaled to one at the interface,

$$
G_e=\int\rho(z)\frac{\cosh qz}{\cosh qa}\,dz .
$$

Then $u(a)=e^2G_e/[2\epsilon_0q(\kappa+x_e)]$. If $\kappa$ changes while $\rho$ is fixed, the change in $u$ is an even source-free solution, equal to $\Delta u(a)\cosh qz/\cosh qa$. The interaction $V=\int\rho u\,dz$ therefore changes by $G_e\Delta u(a)$:

$$
V_\infty-V_0=\frac{e^2G_e^2}{2\epsilon_0q}
\left(\frac1{\kappa_\infty+x_e}-\frac1{\kappa_0+x_e}\right),
$$

where the subscripts name the oxide constant used. As a function of frequency, $1/(\kappa+x_e)$ has one resonance, at the even mode. That mode must supply the whole difference.

To extract its matrix element $g$, write the phonon part for each wavevector as

$$
\hbar\omega b_q^\dagger b_q+g(n_qb_q+n_q^*b_q^\dagger),
$$

where $n_q$ is the Fourier amplitude of the electron density and $g$ is real. Completing the square gives an energy $-g^2|n_q|^2/\hbar\omega$. The electrostatic energy changes by $(V_0-V_\infty)|n_q|^2/2S$, where $S$ is the film area. Equating them, and defining $M^2=g^2S$, gives

$$
M^2=\frac{\hbar\omega_x}{2}(V_\infty-V_0)
=\frac{e^2\hbar\omega_x}{4\epsilon_0q}
\left(\frac1{\kappa_\infty+x}-\frac1{\kappa_0+x}\right)G^2 .
$$

For an odd transition density, the same steps with $\sinh qz$ give this formula with $x=x_o$ and the odd form factor.

With hard walls, $\rho=(1+\cos kz)/L$, where $k=2\pi/L$. The two integrals needed are

$$
\begin{aligned}
\int_{-a}^{a}\cosh qz\,dz&=\frac{2\sinh qa}{q},\\
\int_{-a}^{a}\cos kz\cosh qz\,dz&=-\frac{2q\sinh qa}{q^2+k^2}.
\end{aligned}
$$

The second uses $\sin ka=0$ and $\cos ka=-1$. Their sum, divided by $L\cosh qa$, is

$$
G_e=\frac{\tanh qa}{qa}\frac{k^2}{q^2+k^2}.
$$

For the transition between subbands 1 and 2,

$$
\psi_1\psi_2=\frac1L\left(\sin\frac{\pi z}{L}+\sin\frac{3\pi z}{L}\right).
$$

For $p_1=\pi/L$ and $p_3=3\pi/L$, $\cos pa=0$, so

$$
\int_{-a}^{a}\sin pz\sinh qz\,dz
=\frac{2q\sin(pa)\cosh qa}{q^2+p^2}.
$$

The sines at the wall are $1$ and $-1$, and division by $\sinh qa$ gives

$$
G_{12}=\frac{2q\coth qa}{L}
\left(\frac1{q^2+p_1^2}-\frac1{q^2+p_3^2}\right).
$$

## Numbers for a 5 nm film

Take $L=5$ nm, $q=0.3$ nm$^{-1}$, $\kappa_s=11.7$, $\kappa_0=22$, $\kappa_\infty=6.5$ and $\hbar\omega_T=12$ meV. The oxide values are rough, in the regime of hafnium dioxide. At 300 K, an electron with kinetic energy $k_BT$ in a normal valley can absorb an even phonon for $q$ between about 0.11 and 0.82 nm$^{-1}$, if the phonon energy is held at its value for the chosen $q$.

Here $qa=0.75$, so $x_e=7.43$ and $x_o=18.42$. The mode energies are

$$
\hbar\omega_e=12\sqrt{\frac{29.43}{13.93}}=17.4\ \text{meV},\qquad
\hbar\omega_o=12\sqrt{\frac{40.42}{24.92}}=15.3\ \text{meV}.
$$

The even form factor is $(0.635/0.75)\times0.946=0.801$, giving $M^2=6380$ meV$^2$ nm$^2$. A finite-element solution that imposed no parity gave an odd intrasubband form factor of $2\times10^{-13}$, which is zero to rounding. A separate electrostatic solution gave $V_\infty-V_0=0.7318$ eV nm$^2$. The even phonon alone predicts $2M^2/\hbar\omega_e=0.7319$ eV nm$^2$, which confirms the closed form of the interaction and the absence of an odd contribution. The phonon energy cancels in this comparison, so the normalization of $M^2$ is checked separately: the slope of $\kappa(\omega)$ at the mode frequency gives the same value.

The odd phonon has $G_{12}=0.338$ and $M^2=405$ meV$^2$ nm$^2$ for the 1-to-2 transition, about 6% of the even intrasubband value. The subband gap is 49.05 meV. To absorb an odd phonon of 15.28 meV, energy conservation alone therefore requires at least 33.8 meV of initial kinetic energy.

## Why parity does not halve the scattering

At large $qa$, $x_e$ and $x_o$ both approach $\kappa_s$, and the modes can equally be described as separate left and right interface phonons. By symmetry each has the same ground-subband matrix element $g_1$. Their normalized even and odd combinations have elements

$$
\frac{g_1+g_1}{\sqrt2}=\sqrt2\,g_1,\qquad \frac{g_1-g_1}{\sqrt2}=0 .
$$

The sum of squares is $2g_1^2$ in either description. Parity has moved the coupling into one mode without removing any.

At finite $qa$ the equality is approximate. Let $J=\int\rho e^{-q(z+a)}dz$ be the overlap with one isolated interface phonon. Writing $\cosh$ as two exponentials gives $G_e=2J/(1+e^{-2qa})$. For an isolated interface the integration by parts has one boundary term instead of two, so the prefactor of $M^2$ doubles and $x=\kappa_s$. With

$$
B(x)=\hbar\omega_x\left(\frac1{\kappa_\infty+x}-\frac1{\kappa_0+x}\right),
$$

the ratio of the even $M^2$ to the sum for two isolated interfaces is

$$
R=\frac{B(x_e)}{B(\kappa_s)}\frac1{(1+e^{-2qa})^2}.
$$

In the example the first factor is about 1.60 and the second about 0.67, so $R=1.07$. At $q=2$ nm$^{-1}$, $R=1.00001$. Adding the two interfaces as independent scatterers is thus a fair estimate of squared coupling at these wavevectors, although it assigns the wrong phonon energy. It worsens at small $q$: at 0.11 nm$^{-1}$, $R=1.21$. Dropping half of that sum on grounds of parity would be wrong.

In the opposite limit, $qa\to0$, $x_e\to0$ and $G_e\to1$. With unlimited oxides, the even $M^2$ then grows as $1/q$, while the odd 1-to-2 value falls as $q$ because $x_o$ grows as $1/q$. Metal gates change this limit: with grounded gates at a fixed distance on both sides, both values level off at constants as $q\to0$. For gates 5 nm from the film, the even $M^2$ is about a third lower at 0.11 nm$^{-1}$ than without gates, but only 1% lower at 0.3 nm$^{-1}$.

## What breaks the rule

**A transverse field.** Add the electron energy $eFz$. To first order, $\psi_1$ acquires an admixture $c\psi_2$ with $|c|=eFz_{12}/(E_2-E_1)$, if higher subbands are ignored. The odd part of the density is $2c\psi_1\psi_2$, hence

$$
|G_{\rm odd}|\simeq\frac{2eFz_{12}G_{12}}{E_2-E_1}.
$$

The dipole length follows from $\int_{-a}^{a}z\sin pz\,dz=2\sin(pa)/p^2$ when $\cos pa=0$:

$$
z_{12}=\frac1L\left(\frac{2L^2}{\pi^2}-\frac{2L^2}{9\pi^2}\right)
=\frac{16L}{9\pi^2}=0.901\ \text{nm}.
$$

For $F=0.05$ MV/cm, $eFz_{12}=4.5$ meV and the formula gives 0.0620; the full solution gives 0.0616. In that field the odd intrasubband $M^2$ is 0.21% of the even one. At leading order it grows as $F^2$, but more slowly in strong fields: the ratio is 1.7% at 0.155 MV/cm and 8% at 0.5 MV/cm.

**Unequal oxides.** A grounded gate at distance $h$ from the film replaces $\kappa$ by $\kappa\coth qh$ in the boundary condition. Equal gates preserve parity; unequal distances give the two sides different conditions. With $q$ and the even electron density held fixed, oxides of 5 and 4 nm give the lower-frequency mode, formerly odd, 0.18% of the upper mode's intrasubband $M^2$. For 5 and 2 nm the ratio is 6.7%. The modes should then be calculated without parity labels.

**A tilted valley.** In a (111) film the kinetic energy contains $w_{zz}k_z^2+2w_{xz}k_xk_z$, where $w$ is the inverse-mass tensor and $x$ is the in-plane projection of the valley's axis. Completing the square gives the envelope a phase $e^{-i(w_{xz}/w_{zz})k_xz}$. For a momentum change $q$ along $x$, the phases of the initial and final states do not cancel. The transition density gains an odd part equal, up to a constant phase, to the ground-state density times $\sin(w_{xz}qz/w_{zz})$, even though each state's own density is even. The odd form factor is then 0.046 for the two valleys tilted along $q$ and 0.023 for the other four. For $q$ perpendicular to that tilt it vanishes for those two valleys and is 0.040 for the rest. In a (001) film $w_{xz}=0$ for all six valleys.

## How far the model is from a device

The constants are typical in size for silicon and hafnium dioxide, but the structure is simplified. A real stack can contain a thin silicon-dioxide-like layer between the two. Identical layers on both sides preserve the zero. They also weaken the even coupling: for 0.5 nm layers, the decay factor $e^{-2qt}$ suggests a reduction of $M^2$ to roughly 74%, ignoring the layer's different permittivity and its own phonons. Putting a layer permittivity of 3.9 into the boundary conditions lowers this to about 69%, still without the layer's own phonons. Unequal gate stacks break the rule itself, as the examples above show.

Other omissions, estimated for the same film, matter unequally:

- A finite barrier of 2 eV, with an oxide mass of 0.2 electron masses, puts 0.02% of the ground-state probability in the oxide and raises the even $M^2$ by 0.4%.
- At $10^{12}$ electrons/cm$^2$, symmetric band bending of 9.7 meV, estimated for uniform charge, raises it by 0.2%. If all the charge follows the ground-subband density, the values are 13.4 meV and 0.3%. The oxide field is about 0.04 MV/cm, far below the MV/cm scale of breakdown.
- Static screening by an infinitely thin, nondegenerate electron sheet in bulk silicon would divide the matrix element by about 2 in the long-wavelength limit of the electron response. Including the film thickness, the oxides and the finite wavevector lowers the divisor to about 1.5–1.8, so $M^2$ falls by a factor of about 2.4–3.2. The phonon field oscillates, so this estimate shows that screening matters without fixing its value.
- A second polar resonance near 48 meV, across which the oxide constant falls from 6.5 to 5, would add an even mode with about 0.80 of the lower mode's $M^2$. Weighted by $2N+1$, with $N$ the thermal phonon number, the ratio is 0.34. Treating the two resonances as decoupled, as the numerical output does, gives 0.67 and 0.29 instead.

With hard walls at this density, the ground subband holds about 63% of the electrons, the second normal-valley subband 10%, and the in-plane valleys 26%. These shares are sensitive to the barrier: the 2 eV barrier above lowers the in-plane levels, whose mass across the film is light, by about 17 meV, but the ground level by less than 1 meV. The shares then become about 51%, 9% and 39%. A mobility calculation therefore needs more than the ground-subband channel.

For a (001) film with matched oxides and gates, use the even modes within each subband and between subbands of equal parity, and the odd modes between subbands of opposite parity. If the bias or stack is asymmetric, compute the overlaps from the actual envelopes and phonon potentials. The numerical output below lists the main values for this example.

## Computed values

```
Film thickness: 5 nm
In-plane wavevector q: 0.3 1/nm
Temperature: 300 K
Film permittivity: 11.7
Oxide static permittivity: 22
Oxide high-frequency permittivity: 6.5
Oxide transverse resonance: 12 meV
Mass across film: 0.92 electron masses
In-plane mass: 0.19 electron masses
q times half-thickness: 0.75
Even mode x: 7.431
Odd mode x: 18.42
Even mode energy: 17.44 meV
Odd mode energy: 15.28 meV
Even ground-subband form factor: 0.8012
Odd ground-subband form factor, numerical: 2e-13
Odd 1-to-2 form factor: 0.3379
Even intrasubband M2: 6382 meV^2 nm^2
Odd 1-to-2 M2: 404.8 meV^2 nm^2
Static interaction change, ground density: 0.7318 eV nm^2
Same change from even phonon: 0.7319 eV nm^2
Even M2 / two isolated interfaces, example q: 1.068
Same ratio at q = 2/nm: 1.00001
Subband gap E2-E1: 49.05 meV
Transverse field: 0.05 MV/cm
Dipole length z12: 0.9006 nm
Field-induced odd form factor, full: 0.06158
Field-induced odd form factor, two-level: 0.06204
Field case: odd/even M2: 0.002104
Gated oxides 5 and 5 nm: odd/even M2: 5e-26
Gated oxides 5 and 4 nm: lower/upper mode M2: 0.001788
Gated oxides 5 and 2 nm: lower/upper mode M2: 0.06667
(111) tilted-valley odd form factor: 0.04646
Barrier height: 2 eV
Oxide electron mass: 0.2 electron masses
Probability in oxide: 0.0192 %
Penetration change of even M2: 0.405 %
Sheet density: 1e+12 1/cm^2
Band bending, centre to edge: 9.666 meV
Bending change of even M2: 0.196 %
Fermi level minus ground level: -1.793 kT
Ground-subband population: 63.2 %
Second normal-valley subband population: 10.1 %
In-plane-valley population: 26.3 %
Smallest q for absorption at energy kT: 0.1056 1/nm
Largest q for absorption at energy kT: 0.8237 1/nm
Even phonon occupation: 1.038
Static screening wavevector estimate: 0.2991 1/nm
Static screening divisor 1+q_screen/q: 1.997
Neglected upper transverse resonance: 48 meV
Permittivity above upper resonance: 5
Upper/lower resonance even M2: 0.6675
Same ratio weighted by 2N+1: 0.2877
Oxide field from symmetric gating: 0.04113 MV/cm
```
